Fano's Model: Shift, Width, Modified Discrete State and Asymmetry Parameter

**Result**

One discrete state φ of energy E_φ is coupled by V(E') = ⟨E'|H|φ⟩ to one continuum |E'⟩, normalised to δ(E'−E''). With P for the principal value, the eigenstate at an energy E inside the continuum is

Ψ_E = (sinΔ / πV(E)) Φ_E − cosΔ |E⟩,
Φ_E = φ + P∫dE' V(E') |E'⟩/(E−E'),
ε = −cotΔ = (E − E_φ − F(E)) / (Γ(E)/2), 0 < Δ < π,
F(E) = P∫dE' |V(E')|²/(E−E'), Γ(E) = 2π|V(E)|².

For absorption from a state |i⟩ through a dipole operator T, with d(E) = ⟨E|T|i⟩,

|⟨Ψ_E|T|i⟩|² / |d(E)|² = |q+ε|²/(1+ε²), q = ⟨Φ_E|T|i⟩ / (πV*(E) d(E)).

These formulas are exact within the model, with F, Γ and q functions of E. The constant-parameter line shape is their approximation for a narrow resonance, and its width is ZΓ with Z = 1/(1−F'), the prime meaning d/dE.

**1. Simple case: an even ladder with constant coupling**

Take levels E_n = nδ for all integers n, each coupled to φ by the real number V√δ. The factor √δ keeps the squared coupling per unit energy equal to V². For Ψ = aφ + Σ b_n|n⟩ the eigenvalue equation, projected on |n⟩ and on φ, reads

V√δ a + nδ b_n = E b_n, E_φ a + V√δ Σ b_n = E a.

The first gives b_n = V√δ a/(E−nδ), and the second becomes

E − E_φ = V²δ Σ 1/(E−nδ) = πV² cot(πE/δ). (1)

The symmetric sum Σ1/(x−n) equals π cot πx: both sides have period 1 and poles of residue 1 at the integers, and their difference is entire and bounded, hence constant, and odd, hence zero. Between two ladder levels the cotangent falls from +∞ to −∞ while the left side rises, so each interval holds one eigenvalue and the level density is 1/δ. With ε = (E−E_φ)/(πV²), equation (1) says cot(πE/δ) = ε.

The x-derivative of the sum gives Σ1/(x−n)² = π²/sin²πx, and 1/sin² = 1+cot², so normalisation requires

1/a² = 1 + V²δ Σ 1/(E−nδ)² = 1 + (π²V²/δ)(1+ε²).

As δ → 0 the 1 is negligible, and the weight of φ per unit energy is

a²/δ = 1/[π²V²(1+ε²)] = (Γ/2π)/[(E−E_φ)² + Γ²/4], Γ = 2πV². (2)

With real dipoles ⟨φ|T|i⟩ = d_φ and ⟨n|T|i⟩ = d√δ, the same sum gives

⟨Ψ|T|i⟩ = a[d_φ + Vdδ Σ1/(E−nδ)] = aπVd (q+ε), q = d_φ/(πVd).

Squaring, multiplying by the density 1/δ and using (2) yields d²(q+ε)²/(1+ε²). There is no shift here, because the distant levels above and below E push equally. As a check, (2) integrates to 1 since dE = πV²dε and ∫dε/(1+ε²) = π, and for V → 0 it narrows to δ(E−E_φ).

**2. General coupling**

Let the continuum fill a band [E₁,E₂], with ⟨φ|E'⟩ = 0, ⟨E'|H|E''⟩ = E'δ(E'−E''), and V(E') complex, smooth and nonzero inside the band. For Ψ_E = aφ + ∫dE' b(E')|E'⟩ the two projections are

E_φ a + ∫dE' V*(E') b(E') = E a, (3)
(E−E') b(E') = V(E') a. (4)

Since xδ(x) = 0, (4) fixes b up to a multiple of δ(E−E'). If a were zero, b would be that δ alone and (3) would demand V*(E) = 0, which is excluded. So a ≠ 0 and the general solution can be written

b(E') = [P/(E−E') + z δ(E−E')] V(E') a. (5)

Inserting (5) in (3) and dividing by a gives E_φ + F(E) + z|V(E)|² = E, that is

z|V(E)|² = E − E_φ − F(E), z = πε. (6)

The number z is real. In the ladder it was π cot(πE/δ), the contribution of the levels nearest to E. F collects the distant levels: those above E contribute negatively and those below positively, as in level repulsion.

Normalisation needs the product of two principal values. Put x₁ = E−E', x₂ = Ē−E', w = Ē−E = x₂−x₁. For η > 0, partial fractions give

1/[(x₁+iη)(x₂−iη)] = [1/(x₁+iη) − 1/(x₂−iη)] / (w−2iη),

because the bracket has numerator (x₂−iη)−(x₁+iη) = w−2iη. As η → 0, 1/(x∓iη) → P/x ± iπδ(x). With P₁ = P/x₁, δ₁ = δ(x₁) and so on,

(P₁ − iπδ₁)(P₂ + iπδ₂) = [P₁ − P₂ − iπ(δ₁+δ₂)] [P/w + iπδ(w)].

The real part of the left side is P₁P₂ + π²δ₁δ₂. That of the right side is (P₁−P₂)P/w + π²(δ₁+δ₂)δ(w), and δ₁δ(w) = δ₂δ(w) = δ₁δ₂, since each product forces E = Ē = E'. Therefore

P₁P₂ = (P/w)(P₁−P₂) + π²δ₁δ₂, (7)

where in the first term the E' integral is done before E and Ē are integrated against smooth functions. The program tests (7) on three Gaussians: the left side −0.243388 agrees with −5.727710 + 5.484323 to within rounding.

The overlap of two solutions, with bars marking energy Ē, is

⟨Ψ_Ē|Ψ_E⟩ = ā*a {1 + ∫dE'|V(E')|² (P₂ + z̄δ₂)(P₁ + zδ₁)}.

The four products give:

P₂P₁: [F(E)−F(Ē)]/w + π²|V(E)|²δ(w), by (7);
P₂zδ₁: z|V(E)|² P/w, since x₂ = w at E' = E;
z̄δ₂P₁: −z̄|V(Ē)|² P/w, since x₁ = −w at E' = Ē;
z̄zδ₂δ₁: z²|V(E)|²δ(w).

By (6) the terms without δ(w) add to

1 + [F(E) − F(Ē) + (E−E_φ−F(E)) − (Ē−E_φ−F(Ē))]/w = 1 + (E−Ē)/w = 0,

which is orthogonality. Requiring the rest to equal δ(w) gives, with z = πε,

|a|² = 1/[|V|²(π²+z²)] = 1/[π²|V|²(1+ε²)] = (Γ/2π)/[(E−E_φ−F)² + Γ²/4]. (8)

For constant V on a band extending equally to ±∞, F = 0 and (8) is (2).

**3. The angle Δ and the modified state**

Define Δ in (0,π) by cotΔ = −ε, so that sin²Δ = 1/(1+ε²) and sinΔ > 0. The overall phase of Ψ_E is free, and the choice a = sinΔ/(πV(E)) satisfies (8). The δ term of (5) then has the real coefficient zVa = ε sinΔ = −cosΔ. The remaining terms carry the common factor a and form aΦ_E, which is the stated Ψ_E. The state Φ_E is φ plus continuum states of energies other than E, weighted as in first-order perturbation theory. It depends on E and cannot be normalised, because the square of 1/(E−E') is not integrable at E' = E.

The limit |ε| ≫ 1 tests this. There −cosΔ → sign ε and sinΔ → 1/|ε|, so the ratio of the φ coefficient to the |E⟩ coefficient is 1/(πVε) = V*/(E−E_φ−F), using |V|²/V = V*. This is the first-order admixture ⟨φ|H|E⟩/(E−E_φ) with the shifted energy. The ratio changes sign across the resonance, which is the origin of the asymmetric line.

**4. A solvable continuum with a space coordinate**

Take a semi-infinite chain, sites n = 1, 2, …, site energy E_c and hopping −t. The states √(2/π) sin nk, 0 < k < π, vanish at n = 0, are normalised to δ(k−k') and have E = E_c − 2t cos k. Since dE = 2t sin k dk,

⟨n|E⟩ = C sin nk, C² = 1/(πt sin k), ⟨n|E'⟩⟨E'|m⟩dE' = (2/π) sin nk' sin mk' dk'.

The integrals needed are g_nm = P∫dE'⟨n|E'⟩⟨E'|m⟩/(E−E'), with E−E' = 2t(cos k' − cos k). Let J_p = P∫₀^π cos pk' dk'/(cos k' − cos k). The integrand of J₀ has the antiderivative (1/sin k) ln|sin½(k+k')/sin½(k−k')|, which vanishes at k' = 0 and π and whose logarithms cancel symmetrically about k' = k, so J₀ = 0. Writing cos k' = (cos k' − cos k) + cos k gives J₁ = π. From cos(p+1)k' + cos(p−1)k' = 2cos k' cos pk' follows J_{p+1} + J_{p−1} − 2cos k J_p = 2∫₀^π cos pk' dk' = 0 for p ≥ 1. The solution with these starting values is J_p = π sin pk/sin k. With 2 sin nk' sin mk' = cos(n−m)k' − cos(n+m)k' and n ≥ m,

g_nm = [J_{n−m} − J_{n+m}]/(2πt) = −cos nk sin mk/(t sin k). (9)

Couple φ to site 1 with a real v > 0. Then V = vC sin k and

F = v²g₁₁ = −(v²/t)cos k = (v²/2t²)(E−E_c), Γ = 2(v²/t) sin k,
⟨n|Φ_E⟩ = v g_n1 = −(v/t)cos nk.

Using 1/(πtC sin k) = C,

⟨n|Ψ_E⟩ = −C[sinΔ cos nk + cosΔ sin nk] = −C sin(nk+Δ). (10)

So Δ is the phase shift that φ adds to the standing wave, and it equals π/2 where ε = 0.

A chain cut after site N, with Hamiltonian H_N, requires Ψ_{N+1} = 0, or θ ≡ k(N+1)+Δ = jπ. Its row N lacks the term −tΨ_{N+1}, so (H_N−E)Ψ = tΨ_{N+1}e_N, with e_N the unit vector on site N. Differentiating in E and multiplying by Ψ at an eigenvalue gives ‖Ψ‖² = −tΨ_NΨ'_{N+1}. With Ψ_N = C cos jπ sin k and Ψ'_{N+1} = −Cθ' cos jπ this is tC² sin k θ' = θ'/π = dj/dE. Hence an eigenvector of the finite chain times √(dj/dE) is Ψ_E. The program uses this to test |a|², the site amplitudes, the phase condition and the absorption profile against direct diagonalisation. For N = 2000 every third level between 2 and 14 eV is checked, and the largest relative error of |a|² among them is 9×10⁻⁸.

**5. Position, width and decay**

The resonance energy is defined by ε = 0, or E_r = E_φ + F(E_r). To first order in E−E_r, E−E_φ−F = (1−F')(E−E_r), so with Γ frozen at E_r

ε ≈ (E−E_r)/(ZΓ/2), |a|² ≈ Z (ZΓ/2π)/[(E−E_r)² + (ZΓ/2)²], Z = 1/(1−F'(E_r)). (11)

The full width at half maximum is ZΓ. The approximation needs F', Γ and later q to change little over an interval Γ, and so fails within a width of a band edge.

For the decay define Σ(ζ) = ∫|V|²dE'/(ζ−E') and G = 1/(ζ−E_φ−Σ). Just above the band Σ = F − iΓ/2, just below it the conjugate. Calling these values of G G₊ and G₋, (8) reads |a|² = −(1/π) Im G₊ = (i/2π)(G₊−G₋). Without bound states (section 6) the survival amplitude at time τ is

⟨φ|e^{−iHτ/ħ}|φ⟩ = ∫dE |a|² e^{−iEτ/ħ}.

Assume |V|² continues analytically, and push the contour into the lower half plane, where the exponential decays. G₋ has no pole there, because Im(ζ−E_φ−Σ) = Im ζ (1 + ∫|V|²dE'/|ζ−E'|²) ≠ 0. The continuation of G₊ can have a pole E_p with residue R = 1/(1−Σ'(E_p)). It is encircled clockwise and contributes (i/2π)(−2πi)R e^{−iE_pτ/ħ}, so

survival probability ≈ |R|² exp(−Γ_pτ/ħ), Γ_p = −2 Im E_p. (12)

The paths descending from the band edges remain. Where |a|² ∝ √(E−E₁), as in the chain, rescaling the variable shows an amplitude ∝ τ^{−3/2}, which outlasts the exponential at long times. Linearising E−E_φ−F+iΓ/2 = 0 about E_r gives

E_p ≈ E_r − i(Γ/2)/(1 − F' + iΓ'/2), (13)

so that −2 Im E_p differs from ZΓ by the relative amount −Z²Γ'²/4 to leading order. The quadratic term dropped in the linearisation adds −Z²ΓΓ''/8, of the same order in the coupling and present even where Γ' = 0 (in the example of section 9 it is the larger of the two and of opposite sign). So Γ_p = ZΓ up to relative orders Γ'² and ΓΓ'', and for constant V on a band extending equally to ±∞, where F = 0 and Z = 1, the pole is E_φ − iΓ/2, as (2) requires.

In the chain F − iΓ/2 = −(v²/t)λ with λ = e^{ik} and E = E_c − t(λ+1/λ). Multiplying the pole condition by λ,

(v²/t − t)λ² + (E_c−E_φ)λ − t = 0. (14)

Since Im E = −t Im λ (1 − 1/|λ|²), the half disc |λ| < 1, Im λ > 0 is the upper half plane, and crossing the band means |λ| > 1. For complex roots |λ|² = t²/(t²−v²) > 1. From dE/dλ = −t(1−λ⁻²) follows Σ' = (v²/t²)/(1−λ⁻²).

Here F' = v²/2t² > 0, so Z > 1 and the Lorentzian (11) has area above one. The exact form removes the excess. F is linear in E and Γ²/4 = (v⁴/t²)(1−cos²k) is quadratic, so the denominator of (8) is a quadratic with leading coefficient (1−F')² − F'² = 1 − v²/t². When the roots of (14) are complex, as in section 9, the quadratic has the roots E_p and E_p*, and |a|² = (v² sin k/πt)/[(1−v²/t²)|E−E_p|²], a Lorentzian whose wings the factor sin k brings to zero at the band edges.

**6. Bound states and completeness**

Outside the band (4) is solved by b = Va/(E−E') with no singularity. Equation (3) becomes E_b = E_φ + F(E_b), and normalisation gives

|a|² = Z_b = 1/[1 + ∫|V|²dE'/(E_b−E')²] = 1/(1−F'(E_b)) < 1.

There E−E_φ−F increases monotonically and tends to ±∞ as E → ±∞. So one bound state lies below the band if E₁−E_φ−F(E₁) > 0, one lies above if E₂−E_φ−F(E₂) < 0, and none otherwise. All solutions of (3) and (4) are now listed, and expanding φ in them gives

∫|a|²dE + ΣZ_b = 1. (15)

For the chain F = ∓v²/t at the lower and upper edge. With E_c = 10 eV, t = 5 eV, E_φ = 1 eV and v = 3 eV the lower condition reads 0 − 1 + 1.8 > 0. The bound state has E_b = −0.37163 eV and Z_b = 0.66733, both tested against diagonalisation, and the continuum weight 0.33267 completes (15).

**7. Photoabsorption**

To first order in the light field the absorption rate is |⟨Ψ_E|T|i⟩|² times a factor fixed by the photon frequency and intensity. The factor cancels in the ratio to the rate with V = 0 at the same E. The bra conjugates coefficients, so a* = sinΔ/(πV*) and

⟨Φ_E|T|i⟩ = d_φ + P∫dE' V*(E')d(E')/(E−E'), (16)
⟨Ψ_E|T|i⟩ = (sinΔ/πV*)⟨Φ_E|T|i⟩ − cosΔ d = d(q sinΔ − cosΔ) = d sinΔ (q+ε).

The last step uses −cosΔ = ε sinΔ, and sin²Δ = 1/(1+ε²) completes the stated profile. For constant V and d on a symmetric infinite band the integral in (16) vanishes and q is that of the ladder.

Phase conventions drop out of q. Under φ → e^{iα}φ, both d_φ and V* acquire e^{−iα}, in numerator and denominator alike. Under |E'⟩ → e^{iβ(E')}|E'⟩, V and d both acquire e^{−iβ} and V*d is unchanged. The sign of q is therefore physical. If H, T, |i⟩ and φ itself are real in a common basis, as for spinless particles without magnetic field under linear polarisation, then V, d and d_φ can all be taken real and q is real.

For d → 0 at all energies, qd stays finite and the absorption becomes |a|²|d_φ|², which near a narrow resonance is approximately |d_φ|² times the Lorentzian (11). For q = 0 the ratio is ε²/(1+ε²), a symmetric dip. By (16), q = 0 means ⟨Φ_E|T|i⟩ = 0, a different condition from d_φ = 0. For real q ≠ 0 and |ε| much larger than both |q| and 1/|q| the ratio is 1 + 2q/ε to leading order, above one on one side and below on the other.

For real q held constant,

d/dε [(q+ε)²/(1+ε²)] = 2(q+ε)[(1+ε²) − ε(q+ε)]/(1+ε²)² = 2(q+ε)(1−qε)/(1+ε²)².

The ratio is zero at ε = −q, where the paths through Φ_E and through |E⟩ cancel, and has its maximum (q+1/q)²/(1+1/q²) = 1+q² at ε = 1/q. With real q(E) the zero survives wherever ε(E) = −q(E) has a root inside the band. Such a root need not exist: for the chain of section 4 with a dipole d₁ to site 1 only, (q+ε)Γ/2 = E − E_φ + v d_φ/d₁, and a large enough d_φ puts the root outside the band. For complex q, |q+ε|² = (Re q+ε)² + (Im q)², which vanishes nowhere that Im q ≠ 0. The program tests this on a chain with complex couplings to two sites: q(E_r) = 1.0686 + 0.9400i, and the smallest ratio among the levels of the finite chain between 4 and 12 eV is 0.3917 (the continuous profile can be lower between levels). A second continuum that absorbs light but is not coupled to φ adds its own |d₂|² and likewise fills the zero.

**8. Areas**

Without bound states both {Ψ_E} and {φ, |E'⟩} span the model space, so the projection of T|i⟩ has the same norm in both:

∫dE (|⟨Ψ_E|T|i⟩|² − |d|²) = |d_φ|². (17)

The area near the line is a different quantity. For real q, ratio − 1 = (q²−1+2qε)/(1+ε²). Over a window E_r ± W, with Γ ≪ W ≪ band width and Z → 1, the frozen odd term drops out and

local area ≈ (πΓ/2)(q²−1)d² = ⟨Φ|T|i⟩² − (πVd)². (18)

The difference between (17) and (18) lies outside the window. For constant V and d on [−B,B] and E_φ = 0, (18) is d_φ² − (πVd)². Let V → 0 with d_φ/V fixed, so that q stays finite. To leading order the wing is then 2qd²/ε = 2Vd⟨Φ_E|T|i⟩/E, with ⟨Φ_E|T|i⟩ = d_φ + Vd ln[(B+E)/(B−E)]. The d_φ part is odd and integrates to zero. Expanding the logarithm, ∫₀¹ ln[(1+x)/(1−x)]dx/x = 2Σ1/(2n+1)² = π²/4, so the wing area is 2V²d²·2·π²/4 = (πVd)², which restores (17). The sharp edges, where F diverges logarithmically, bind one state on each side of the band, but its weight is of order (B/V²)e^{−B/V²} and is negligible here.

Equation (18) has two leading relative errors. The cut-off even term loses 1 − (2/π)arctan(2W/Γ) ≈ Γ/(πW). The odd term is 2c(E)/(E−E_r) in the wings, with c = Vd⟨Φ|T|i⟩ = qd²Γ/2. The slope of c adds 4Wc', or 4Wq(c'/c)/[π(q²−1)] relative to (18).

**9. Worked example**

The chain has round model parameters E_c = 10 eV, t = 5 eV (band 0 to 20 eV), E_φ = 6 eV, v = 1 eV, with dipoles d_φ = 0.3 to φ, d₁ = 1 to site 1 and d₂ = −0.5 to site 2, in e·a₀. Five decimals are kept so that exact and frozen values can be told apart. The edge conditions read 0 − 6 + 0.2 < 0 and 20 − 6 − 0.2 > 0, so there is no bound state.

Position. F' = 1/50 = 0.02, and E_r = 6 + 0.02(E_r − 10) gives E_r = 5.8/0.98 = 5.91837 eV, a shift F = −0.08163 eV. Then cos k = (10 − 5.91837)/10 = 0.40816, sin k = 0.91291, cos 2k = −0.66681, sin 2k = 0.74523.

Width. Γ = 0.4 × 0.91291 = 0.36516 eV, Z = 1/0.98 = 1.02041, ZΓ = 0.37262 eV. Diagonalisation gives a full width of 0.37259 eV, which agrees with ZΓ and is 2% above Γ. At E_r, (8) gives |a|² = 2/(πΓ) = 1.74338 eV⁻¹.

Pole. Equation (14) is −4.8λ² + 4λ − 5 = 0, so λ = (4 + i√80)/9.6 = 0.41667 + 0.93169i and 1/|λ|² = 0.96. Then

Re E_p = 10 − 5 × 0.41667 × 1.96 = 5.91667 eV,
Im E_p = −5 × 0.93169 × 0.04 = −0.18634 eV.

With Γ' = (v²/t²)cot k = 0.04 × 0.40816/0.91291 = 0.01788, the estimate (13) is 5.91667 − 0.18629i eV. The width Γ_p = 0.37268 eV corresponds to the lifetime ħ/Γ_p = 1.7662 fs. Time evolution of the finite chain, fitted over τ = 5 to 15 ħ/eV, gives the rate 0.37268 eV/ħ and the intercept 1.04218, against |R|² = 1.04219. The last digits depend on the window: other windows between 2 and 30 ħ/eV move the intercept by up to 2×10⁻⁴ and the rate by up to 2×10⁻⁵ eV/ħ. An intercept above one means that (12) does not hold near τ = 0, where the survival probability is one and the edge terms contribute.

Asymmetry. Here d = C(d₁ sin k + d₂ sin 2k). By (9), g₁₁ = −cos k/t and g₂₁ = −cos 2k/t, and πC² sin k = 1/t, so

⟨Φ|T|i⟩ = d_φ − (v/t)(d₁cos k + d₂cos 2k) = 0.3 − 0.2(0.40816 + 0.33340) = 0.15169 e·a₀,
πVd = (v/t)(d₁ sin k + d₂ sin 2k) = 0.2(0.91291 − 0.37262) = 0.10806 e·a₀,
q = 0.15169/0.10806 = 1.404.

The unrounded value is 1.40375. The continuum part of Φ contributes −0.14831 e·a₀ and cancels about half of d_φ. With φ in place of Φ one would have 0.3/0.10806 = 2.776.

Zero. With ZΓ/2 = 0.18631 eV the frozen value is 5.91837 − 1.40375 × 0.18631 = 5.65684 eV. The exact formula and diagonalisation both give 5.64575 eV, lower by 0.011 eV. Since F is linear here, the zero obeys E₀ = E_r − q(E₀)ZΓ(E₀)/2 without approximation. The rise of q to 1.48387 moves it by −0.080 × 0.186 = −0.015 eV. At E₀, sin k = 0.90022 and Γ = 0.36009 eV. This fall of Γ by 0.0051 eV moves the zero by +1.484 × 1.020 × 0.0051/2 = +0.004 eV. Together they give −0.011 eV.

Maximum. The frozen value is 1 + q² = 2.9705 at 5.91837 + 0.18631/1.40375 = 6.05109 eV. The exact one is 2.8745 at 6.04561 eV, so the frozen height is 3.3% above the exact. The frozen profile is stationary in ε there, so to first order the height is 1 + q² with the local q. With dq/dE = −0.27194 eV⁻¹ the linear estimate is q = 1.40375 − 0.27194 × 0.127 = 1.369, and 1 + q² = 2.875. The closed forms above give q = 1.370 at 6.04561 eV and 1 + q² = 2.878, an upper bound because (q+ε)² ≤ (1+q²)(1+ε²). The linear estimate lands closer to 2.8745 only because two second-order effects of about 0.003 cancel: the curvature of q(E), and the maximum lying slightly off ε = 1/q.

E/eV, Δ/rad, q, exact ratio, frozen ratio:
5.0, 0.190, 1.732, 0.429, 0.491
5.5, 0.411, 1.532, 0.093, 0.117
6.0, 1.982, 1.382, 2.778, 2.846
6.5, 2.824, 1.269, 1.812, 1.906
7.0, 2.964, 1.183, 1.425, 1.498

Areas. Quadrature gives ∫|a|²dE = 1.0000000 and a total excess 0.0900000 (e·a₀)² = d_φ², as (15) and (17) require. The local expression (18) is 0.15169² − 0.10806² = 0.0113 (e·a₀)², about an eighth of the total.

Equation (18) is tested in a narrow case, v = 0.01 eV, d_φ = 0.003 e·a₀, W = 0.005 eV. The ratio d_φ/v is unchanged, so q(E) is the same function, and q = 1.3820, Γ = 3.6661×10⁻⁵ eV. Integral and formula both give 1.1008×10⁻⁶ (e·a₀)². This is closer than (18) warrants, because its two errors nearly cancel at this W. The loss is Γ/(πW) = 0.23%. For the gain, c is proportional to the product of the two closed forms above, and dE = 2t sin k dk. With the angles at 5.92 eV, close enough to 6.00 eV for two figures,

c'/c = [0.2(0.913 − 0.745)/0.152 + (0.408 + 0.667)/(0.913 − 0.373)]/9.13 = 0.24 eV⁻¹,

and 4 × 0.005 × 1.382 × 0.24/(π × 0.910) = 0.23%. The test itself asserts agreement to 1% of the formula. The numerical check below lists all printed values.

Calculated quantities

```
inputs: Ec=10.0 t=5.0 Ephi=6.0 v=1.0 eV; band 0.0 to 20.0 eV
dipoles d_phi,d_1,d_2 = 0.3, 1.0, -0.5 e*a0; chain sites N=2000
E_r = 5.91837 eV, shift F(E_r) = -0.08163 eV
k_r = 1.15036, cos k = 0.40816, sin k = 0.91291
cos 2k = -0.66681, sin 2k = 0.74523
V(E_r) = 0.24108 eV^(1/2), Gamma(E_r) = 0.36516 eV
F' = 0.02000, Gamma' = 0.01788, Z = 1.02041, Z*Gamma = 0.37262 eV
pole lambda = 0.41667 + 0.93169 i, |lambda| = 1.02062
exact pole = 5.91667 - 0.18634 i eV, Gamma_p = 0.37268 eV
linearised pole = 5.91667 - 0.18629 i eV
|residue|^2 = 1.04219; fitted intercept = 1.04218
decay rate from time evolution = 0.37268 eV/hbar
lifetime hbar/Gamma_p = 1.7662 fs
FWHM of |a|^2 from diagonalisation = 0.37259 eV
|a(E_r)|^2 = 1.74338 1/eV; peak from diagonalisation = 1.74342 1/eV
d(E_r) = 0.14268 e*a0/eV^(1/2), |d|^2 = 0.020357 (e*a0)^2/eV
<Phi|T|i> = 0.15169 e*a0, continuum part = -0.14831 e*a0
pi V d = 0.10806 e*a0
q(E_r) = 1.40375; with bare phi it would be 2.77627
dq/dE = -0.27194 1/eV
zero: exact 5.64575, diagonalisation 5.64575, frozen 5.65684 eV
q at the zero = 1.48387
maximum: exact 2.8745 at 6.04561 eV
maximum: frozen 2.9705 at 6.05109 eV
table: E/eV, eps, Delta/rad, q, exact ratio, frozen ratio
  5.0  -5.1962  0.1901  1.7321  0.4286  0.4913
  5.5  -2.2956  0.4108  1.5321  0.0930  0.1173
  5.8  -0.6391  1.0021  1.4370  0.4520  0.4207
  6.0   0.4364  1.9823  1.3820  2.7778  2.8462
  6.2   1.4919  2.5511  1.3329  2.4736  2.5873
  6.5   3.0424  2.8240  1.2687  1.8121  1.9059
  7.0   5.5559  2.9635  1.1831  1.4251  1.4976
int |a|^2 dE = 1.0000000
total excess = 0.0900000, d_phi^2 = 0.0900000 (e*a0)^2
errors real case (|a|^2 rel, psi_n, phase, sigma rel): 9e-08 1e-08 1e-12 3e-08
errors complex case: 7e-06 8e-07 3e-13 5e-06
narrow case: v=0.01 eV, d_phi=0.003 e*a0, window +-0.005 eV
  Gamma = 3.6661e-05 eV, q = 1.3820
  area = 1.1008e-06, formula = 1.1008e-06 (e*a0)^2
complex case: Ephi=8.0 eV, N=800, v1=0.9, |v2|=0.6 eV, arg v2=1.1
  |d_phi|=0.4, arg=0.8, d_1=1.0, d_2=-0.5i e*a0
  E_r = 8.0853 eV, q = 1.0686 +0.9400 i, min ratio (4-12 eV) = 0.3917
bound case: Ephi=1.0 v=3.0 eV: E_b = -0.37163 eV, Z_b = 0.66733
  continuum weight = 0.33267
PV product test: left -0.243388, regular part -5.727710, pi^2 term 5.484323
```
